# When a Chynoweth fit breaks the energy bound on impact ionization

**Data and conventions.** The ionization coefficient of a carrier is often fitted by the Chynoweth form

$$\alpha(F)=a\,\mathrm e^{-b/F},\qquad a,b,F>0,$$

where $F$ is the magnitude of the electric field. Here $\mathrm e$ is Euler's number and $q$ is the elementary charge. The gap energy is $E_g$, and $V_g=E_g/q$ is the gap voltage.

For numerical parts, use these rough typical parameters for gallium nitride near room temperature: $V_g=3.4$ V; for electrons $a=4.0\times10^8$ /cm and $b=34$ MV/cm; for holes $a=7.0\times10^6$ /cm and $b=15$ MV/cm. Fields are uniform unless stated otherwise.

## (a) The energy bound

**Question.** Define $\alpha$ as the mean number of ionizations per unit distance along the electric force, for one tracked carrier on a long path. Show that $\alpha\le F/V_g$, and state what the proof assumes.

**Answer.** Let the carrier start with kinetic energy $K_0$, measured from its band edge, and advance a net distance $L$ along the force. Scattering may make its path crooked, but the field's work depends only on the displacement along the force, so it is $qFL$.

In an ionization, a carrier of kinetic energy $K$ creates an electron-hole pair. The pair costs $E_g$, and the remaining $K-E_g$ is shared among three particles as kinetic energy. The tracked carrier therefore keeps at most $K-E_g$. If $N$ events occur, and $Q$ is the net energy given to the lattice and to other carriers apart from these events, then

$$0\le K_{\rm final}\le K_0+qFL-NE_g-Q .$$

Assume that the surroundings supply no net energy, so $Q\ge0$. Then

$$NE_g\le qFL+K_0,\qquad
\frac{N}{L}\le\frac{F}{V_g}+\frac{K_0}{E_gL}.$$

After averaging, the last term vanishes as $L\to\infty$, and $\alpha\le F/V_g$ follows. The bound thus needs a uniform field, a long path, a cost of at least $E_g$ per event, and no net heating from outside. In a short layer the $K_0$ term must be kept. Applying the result to a measured coefficient also assumes that the measurement gives the rate defined here.

The bookkeeping was tested by following 400 carriers in a parabolic band, with position and wavevector advanced separately. In units where mass, charge and gap are 1, scattering at rate 1 randomized the direction and emitted phonons of energy 0.03 when possible; ionization had rate 5 above the gap. At fields 0.2, 0.5, 2 and 10, the shares of the work spent on ionization were 0.295, 0.776, 0.766 and 0.226. The carriers started from rest and were followed for 80 time units. Other random seeds and a smaller time step change these shares by up to about 0.02. The start from rest still shows at low field: a run five times longer raises the first two shares to about 0.34 and 0.79. The rest was phonon energy, kinetic energy passed to other carriers, and final kinetic energy. A carrier without phonon loss, ionizing as soon as it passed the gap energy and keeping all the remainder, reached 0.992 at field 0.5. The shortfall comes from the finite time step and the unfinished last acceleration; with a vanishing step the same run gives 0.997, and the share tends to 1 on a long path. The bound can therefore be nearly attained in this idealized case.

## (b) The criterion

**Question.** Show that the fit violates the bound at some field if and only if $aV_g>\mathrm e\,b$. What happens at equality?

**Answer.** Define the share of the field's work that the fit demands for ionization, charging each event the minimum cost $E_g$:

$$R(F)=\frac{\alpha(F)E_g}{qF}=\frac{\alpha(F)V_g}{F}.$$

Violation means $R>1$. Put $x=b/F$ and $\Lambda=aV_g/b$. Since $1/F=x/b$,

$$R=aV_g\,\frac{x}{b}\,\mathrm e^{-x}=\Lambda x\mathrm e^{-x}.$$

As $F$ runs over all positive fields, $x$ runs over all positive numbers. Differentiate:

$$\frac{dR}{dx}=\Lambda(1-x)\mathrm e^{-x}.$$

The derivative is positive for $x<1$ and negative for $x>1$. Hence $R$ has a single maximum at $x=1$, that is, at $F=b$:

$$R_{\max}=\frac{\Lambda}{\mathrm e}=\frac{aV_g}{\mathrm e\,b}.$$

If $aV_g>\mathrm e\,b$, then $R(b)>1$, so the bound is violated at $F=b$. Conversely, if it is violated at any field, then $R_{\max}>1$ and $aV_g>\mathrm e\,b$. This proves both directions.

At equality, $R(b)=1$ and $R<1$ at every other field. The curve touches the line $F/V_g$ without crossing it. Indeed,

$$\alpha'(F)=\frac{ab}{F^2}\mathrm e^{-b/F},\qquad
\alpha'(b)=\frac{a}{\mathrm e\,b}=\frac{\alpha(b)}{b},$$

so the tangent at $F=b$ passes through the origin. The criterion compares the slope $1/V_g$ of the energy bound with the slope of this tangent.

## (c) The window of violation

**Question.** For $\Lambda>\mathrm e$, find all fields at which the bound is violated. Examine the limits of $\Lambda$ just above $\mathrm e$ and of large $\Lambda$.

**Answer.** The function $R$ tends to zero as $x\to0$ and as $x\to\infty$, and it has one maximum. There are therefore two crossings, one on each side of $x=1$, with violation between them. They satisfy

$$x\mathrm e^{-x}=\frac1\Lambda
\quad\Longleftrightarrow\quad
(-x)\mathrm e^{-x}=-\frac1\Lambda .$$

The Lambert function $W$ is defined by $W(z)\mathrm e^{W(z)}=z$, so $-x=W(-1/\Lambda)$. For $-1/\mathrm e<z<0$ it has two real branches: $W_{-1}(z)<-1$ and $-1<W_0(z)<0$. The lower field has $x>1$ and belongs to $W_{-1}$. Thus

$$F_{\rm low}=\frac{b}{-W_{-1}(-1/\Lambda)},\qquad
F_{\rm high}=\frac{b}{-W_0(-1/\Lambda)},$$

and violation occurs exactly for $F_{\rm low}<F<F_{\rm high}$. Above the window the fit obeys the bound again because $\alpha$ approaches the constant $a$ while $F/V_g$ keeps growing. Looking only at very large fields would miss the violation.

Just above the criterion, write $\Lambda=\mathrm e(1+\delta)$ and $x=1+u$, with $\delta$ and $u$ small. Taking the logarithm of $R=1$ gives

$$0=\ln(1+\delta)+1+\ln(1+u)-(1+u)
\simeq\delta-\frac{u^2}{2}.$$

Hence $u\simeq\pm\sqrt{2\delta}$ and, to leading order, the edges are $F\simeq b(1\mp\sqrt{2\delta})$. The window opens around $F=b$ with a square-root width.

For large $\Lambda$, the upper edge has small $x$. From $x=\mathrm e^x/\Lambda$ we get $x\simeq1/\Lambda+1/\Lambda^2$, and therefore

$$F_{\rm high}=\frac bx\simeq b\Lambda\left(1-\frac1\Lambda\right)=aV_g-b .$$

The lower edge obeys $x=\ln\Lambda+\ln x$, so it moves down only logarithmically compared with $b$.

## (d) Electrons and holes in gallium nitride

**Question.** Apply the criterion to both fits. Find any violating window, and judge the electron fit at 3 MV/cm.

**Answer.** For electrons,

$$aV_g=(4.0\times10^8\ {\rm cm^{-1}})(3.4\ {\rm V})=1360\ {\rm MV/cm},$$

$$\mathrm e\,b=92.4\ {\rm MV/cm},\qquad
\Lambda=\frac{1360}{34}=40.0,\qquad R_{\max}=14.7 .$$

The extrapolation violates the bound. At $F=34$ MV/cm it demands almost fifteen times the available energy. The lower crossing has $x=5.370$, so

$$F_{\rm low}=\frac{34}{5.370}=6.33\ {\rm MV/cm}.$$

There, $\alpha=F_{\rm low}/V_g=1.86\times10^6$ /cm. The upper edge is 1326 MV/cm, in agreement with the estimate $aV_g-b=1360-34$. It is a property of the formula, not a field at which this semiconductor model has meaning.

For holes, $aV_g=23.8$ MV/cm is less than $\mathrm e\,b=40.8$ MV/cm. The maximum share is 0.584, at 15 MV/cm, so the fit obeys the bound at every field. This does not make it accurate at every field: the bound is a necessary condition only.

At 3 MV/cm the electron fit gives $\alpha=4.79\times10^3$ /cm, against a bound of $8.82\times10^5$ /cm. The demanded share is

$$R=\frac{4.79\times10^3}{8.82\times10^5}=0.0054 .$$

The fit is thus compatible with energy conservation there. If it is right, about 99.5% of the work goes elsewhere in the steady state, to the lattice or into kinetic energy of other carriers. By the energy balance of part (a), these losses then make up the whole difference between the bound and the fit.

The demanded share reaches 0.1 at 4.21 MV/cm and 1 at 6.33 MV/cm. Between these two fields, a factor of 1.5 in field changes the share tenfold; at lower fields the change is steeper. Violation condemns the extrapolation inside the window; it does not by itself condemn the fit at lower fields.

## (e) How firm is the lower edge?

**Question.** Find the response of $F_{\rm low}$ to small changes of $a$, $b$ and $V_g$. Then estimate the effects of a higher ionization threshold and of operation at 450 K. For the latter, assume $V_g=3.3$ V and a 10% rise in $b$, with $a$ fixed.

**Answer.** At the edge,

$$\ln a-\frac bF=\ln F-\ln V_g .$$

Take differentials. Since $d(b/F)=x(d\ln b-d\ln F)$,

$$d\ln a-x\,d\ln b+x\,d\ln F=d\ln F-d\ln V_g,$$

$$d\ln F_{\rm low}=\frac{x\,d\ln b-d\ln a-d\ln V_g}{x-1}.$$

With $x=5.370$, the coefficient of $d\ln b$ is $5.370/4.370=1.229$, and those of $d\ln a$ and $d\ln V_g$ are both $-1/4.370=-0.229$. For equal relative changes, the edge responds most to $b$. A large uncertainty in $a$ still matters: multiplying or dividing $a$ by 5 moves the edge to 4.67 or 10.4 MV/cm. As $x\to1$ all three coefficients diverge, because the two crossings merge.

For the threshold, consider parabolic bands with equal masses. An electron of momentum $p$ and kinetic energy $K=p^2/2m$ ends as three particles of mass $m$. For fixed total momentum, their kinetic energy is least when each has $p/3$, and it is then $3(p/3)^2/2m=K/3$. At threshold,

$$K=E_g+\frac K3\quad\Rightarrow\quad K=\frac32E_g .$$

Each final particle keeps $K/9=E_g/6$, so the tracked carrier loses $\tfrac43E_g$ at threshold. A stricter trial assumption is that it emerges at rest and loses at least the full $\tfrac32E_g$ per event. Replacing $V_g$ by 5.1 V then lowers the electron edge to 5.80 MV/cm, a change of 8%. The hole maximum rises to 0.876 and still passes, but only because equal masses were assumed. Holes in gallium nitride are usually much heavier than electrons. If they are five times heavier, the same momentum argument gives a hole threshold of $\tfrac{11}{6}E_g$, and the hole maximum becomes $0.584\times\tfrac{11}{6}=1.07$, which fails the trial. The failure occurs only between about 11 and 22 MV/cm, far above breakdown, and only under the strict trial. At threshold the tracked hole keeps $5/11$ of its momentum and loses $\tfrac{16}{11}E_g$, for which the maximum is 0.85 and passes. The margin of the hole result thus depends on the assumed cost per event. For electrons, the same heavy holes act the other way: the least final kinetic energy is $K/7$, the threshold falls to $\tfrac76E_g$, and the trial edge is 6.12 instead of 5.80 MV/cm. The trial itself is an assumption, not a general bound. All these thresholds also use parabolic bands at kinetic energies of 4 to 6 eV, where the real bands of gallium nitride are far from parabolic, so they show only the direction and rough size of the effect.

At 450 K, the finite changes in the first-order formula give

$$\ln\frac{F_{\rm low}'}{F_{\rm low}}\simeq
1.229\ln1.1-0.229\ln\frac{3.3}{3.4}=0.124 .$$

This gives 7.17 MV/cm, and the direct solution agrees to the digits shown. The edge rises by 13% relative to its room-temperature value. Most of the rise comes from the assumed change in $b$, which would have to be measured for a real layer.

## (f) Avalanche breakdown

**Question.** Let $\alpha$ and $\beta$ be the electron and hole coefficients in a uniform field. Derive the layer width at which avalanche current sustains itself. Compare breakdown of a 1 µm layer with conditions at the electron edge.

**Answer.** Let electrons drift towards $+x$ and holes towards $-x$. Their current densities $J_n$ and $J_p$ are counted positive in the common direction of current. In the steady state, pair creation gives

$$\frac{dJ_n}{dx}=\alpha J_n+\beta J_p,\qquad
\frac{dJ_p}{dx}=-\alpha J_n-\beta J_p .$$

The sum $J=J_n+J_p$ is constant. Substitute $J_p=J-J_n$:

$$\frac{dJ_n}{dx}=(\alpha-\beta)J_n+\beta J .$$

A self-sustained current needs no injected carriers, so $J_n(0)=0$ and $J_p(w)=0$. The solution obeying the first condition is

$$J_n(x)=\frac{\beta J}{\alpha-\beta}\left[\mathrm e^{(\alpha-\beta)x}-1\right].$$

The second condition means $J_n(w)=J$. Hence $\mathrm e^{(\alpha-\beta)w}-1=(\alpha-\beta)/\beta$, and

$$w=\frac{\ln(\alpha/\beta)}{\alpha-\beta}.$$

For $\alpha\to\beta$ this becomes $w=1/\alpha$.

For $w=1$ µm, the solution is $F=2.76$ MV/cm. There $\alpha=1.75\times10^3$ /cm and $\beta=3.03\times10^4$ /cm, and indeed

$$w=\frac{\ln(1.75/30.3)}{(1.75-30.3)\times10^3\ {\rm cm^{-1}}}
\simeq1.0\times10^{-4}\ {\rm cm}.$$

The voltage is 276 V. The electron fit demands only 0.2% of the work at this field, which is less than half of $F_{\rm low}$. In this model the 1 µm layer breaks down well before the energy violation is reached.

At $F_{\rm low}$, the extrapolated coefficients are $\alpha=1.86\times10^6$ /cm and $\beta=6.55\times10^5$ /cm. They give $w=8.7$ nm and a voltage of 5.5 V. A carrier needs $V_g/F=5.4$ nm to gain the gap energy even without losses, which is 62% of the width. A coefficient depending on the local field alone is therefore unjustified, and 8.7 nm is a sign of its failure rather than a design value. The initial thermal energy matters much less: $3kT/2=0.039$ eV at 300 K is 0.7% of the work $qFw$.

## (g) Interband tunnelling

**Question.** Estimate the tunnelling current in the two layers of part (f). Use symmetric bands with edge mass $m=0.2$ electron masses and the semiclassical (WKB) approximation.

**Answer.** Let $\varepsilon$ be the energy above the local valence-band edge and $E_\perp$ the transverse kinetic energy. In the two-band model the decay constant $\kappa$ obeys

$$\frac{\hbar^2\kappa^2}{2m}
=\varepsilon\left(1-\frac{\varepsilon}{E_g}\right)+E_\perp .$$

The transmission is $\mathrm e^{-S}$, with $S=2\int\kappa\,dx$ and $d\varepsilon=qF\,dx$. Put $\varepsilon=E_g/2+u$. The right side becomes $E_g/4+E_\perp-u^2/E_g$, and the integral of its square root is the area of a half ellipse:

$$\int\sqrt{\frac{E_g}{4}+E_\perp-\frac{u^2}{E_g}}\,du
=\frac\pi2\sqrt{E_g}\left(\frac{E_g}{4}+E_\perp\right).$$

Multiplication by $2\sqrt{2m}/(\hbar qF)$ gives

$$S=S_0\left(1+\frac{4E_\perp}{E_g}\right),\qquad
S_0=\frac{\pi\sqrt{2m}\,E_g^{3/2}}{4\hbar qF}.$$

Each transverse state carries an attempt rate $1/(\pi\hbar)$ per unit energy, including two spins. The transverse states number $m\,dE_\perp/(2\pi\hbar^2)$ per unit area. At voltage $V>V_g$, filled valence states face empty conduction states over an energy range $qV-E_g$. Neglecting restrictions near the ends of this range,

$$J=\frac{q(qV-E_g)}{\pi\hbar}\,\frac{m}{2\pi\hbar^2}
\int_0^\infty \mathrm e^{-S}\,dE_\perp .$$

The integral equals $E_g\mathrm e^{-S_0}/(4S_0)$, so

$$J=\frac{q(qV-E_g)\,mE_g}{8\pi^2\hbar^3S_0}\,\mathrm e^{-S_0}.$$

At $F_{\rm low}$, $S_0=17.8$ and the energy range is $5.48-3.4=2.08$ eV. The result is about 6 A/cm². At breakdown of the 1 µm layer, $S_0=17.8\times6.33/2.76\simeq41$, and the current is about $3\times10^{-8}$ A/cm².

Both values are primary currents, before avalanche multiplication, which grows without limit as breakdown is approached in the model of part (f). As a primary source, tunnelling is thus weak in the thicker layer but appreciable in the thin one, within this model. The numbers hold only for the assumed mass, because $S_0$ varies as $\sqrt m$ and stands in an exponential. The real valence bands are anisotropic, and the heavy ones have masses well above 0.2. As a rough trial, replace $m$ by twice the reduced mass of an electron of mass 0.2 and a hole of mass 1.0, which is 0.33. The current then falls by a factor of more than 100 in the thin layer and about $10^5$ in the thick one. The absolute currents are thus uncertain by several orders of magnitude.

## (h) Use in a real device

**Question.** What may a device engineer conclude from these results?

**Answer.** The chosen gap is typical of gallium nitride, and a breakdown field of roughly 3 MV/cm is the usual scale for this material. The ionization parameters are less certain, since fits from different samples can differ considerably. For the chosen fit, the electron edge near 6 MV/cm lies above the usual operating range, and 34 MV/cm, where the demanded share of the work is greatest, lies far outside it.

Real junctions break the assumption of a uniform field. If the field falls linearly to zero across the same 1 µm, a peak of 2.76 MV/cm corresponds to 138 V instead of 276 V. The coefficients are then smaller over most of the layer, so breakdown needs a higher peak, and its voltage lies above 138 V. Solving the current equations of part (f) with this profile gives a peak of 3.6 to 3.8 MV/cm and 180 to 190 V, depending on the side at which the peak lies. Field crowding at edges and defects can cause earlier local breakdown, which this calculation does not size.

The electron fit may be used where data support it, but a simulation with this fit that visits fields near or above 6 MV/cm needs another description. The limit belongs to the fit, not to the material: part (e) shows it moving between about 5 and 10 MV/cm when $a$ changes by a factor of 5, so it must be recomputed for each parameter set. Capping $\alpha$ at $F/V_g$ would restore the inequality, yet wherever the cap acts it would assign all the work to ionization and none to phonons. A nonlocal transport model with energy losses addresses the missing physics. If a violating window overlaps measured fields, then the inferred field, the extracted coefficient or an assumption of part (a) must be re-examined.

The main computed values appear in the numerical output below; most others, such as the 138 V above, follow from them or from the stated data by short arithmetic.

## Calculated quantities

```
Microscopic model, units mass = charge = gap = 1
  field 0.2: share of work spent on ionization = 0.295
  field 0.5: share of work spent on ionization = 0.776
  field 2.0: share of work spent on ionization = 0.766
  field 10.0: share of work spent on ionization = 0.226
  loss-free carrier, field 0.5: share = 0.992
Random fits checked against the criterion: 120
Gap voltage Vg = 3.4 V
Electrons: a = 4.0e+08 /cm, b = 34 MV/cm
  a Vg = 1360 MV/cm, e b = 92.4 MV/cm
  a Vg/b = 40.00, peak share = 14.72
Holes: a = 7.0e+06 /cm, b = 15 MV/cm
  a Vg = 23.8 MV/cm, e b = 40.8 MV/cm
  a Vg/b = 1.587, peak share = 0.584
Electron window: lower edge = 6.332 MV/cm
  upper edge = 1326 MV/cm (formal extrapolation)
  b/F at lower edge = 5.370, at upper = 0.02565
  alpha at lower edge = 1.862e+06 /cm
Electron alpha at 3 MV/cm = 4.787e+03 /cm
  energy bound at 3 MV/cm = 8.824e+05 /cm
  demanded share at 3 MV/cm = 0.00543
Field where demanded share is 0.1 = 4.207 MV/cm
Sensitivity dlnF_low/dln b = 1.229
  dlnF_low/dln a = dlnF_low/dln Vg = -0.229
Threshold 1.5 Vg = 5.1 V
  electron lower edge = 5.799 MV/cm
  hole peak share = 0.876
At 450 K: Vg = 3.3 V, b = 37.4 MV/cm
  electron lower edge = 7.171 MV/cm
Breakdown field of 1 um layer = 2.755 MV/cm
  breakdown voltage = 276 V
  electron alpha there = 1.749e+03 /cm
  hole coefficient there = 3.025e+04 /cm
  electron share there = 0.00216
At the electron lower edge:
  hole coefficient = 6.550e+05 /cm
  critical width = 8.65 nm, voltage = 5.48 V
  distance to gain gap energy = 5.37 nm
  3kT/2 at 300 K = 0.0388 eV, over qFw = 0.0071
Tunnelling mass = 0.2 electron masses
  at lower edge: S = 17.82, J = 5.9e+00 A/cm2
  at 1 um breakdown: S = 40.94, J = 3.0e-08 A/cm2
```
